Why a thermal wall does not emit a half-Maxwellian

Let a collisionless gas between two walls contain two normal speeds, u and 3u, with equal numbers of molecules at each. In units of mu²/2 their normal energies are 1 and 9, so the mean energy in a snapshot is 5. The fast molecules reach a wall three times as often. Of every four arrivals, one is slow and three are fast, and the mean energy per arrival is

(1·1 + 3·9)/4 = 7.

Suppose the wall re-emits both speeds with equal probability, copying the snapshot. Each slow flight lasts three times as long as a fast one, so a later snapshot holds three slow molecules for each fast one. Its mean energy is (3·1 + 1·9)/4 = 3, not 5. The wall has copied the gas and thereby changed it. Had it emitted slow and fast in the ratio 1:3, the flight times would have restored equal numbers.

**The belief and its appeal**

In a simulation of heat conduction, a molecule that hits a wall at temperature T can be given a fresh thermal velocity. The belief is that its normal component should be drawn from a Maxwellian and pointed into the gas. The argument is reasonable: gas in equilibrium with the wall is Maxwellian right up to the surface, and half of it is moving away. A Maxwellian draw with either sign is indeed correct for the two tangential components, and for all three components of molecules placed in a volume at the start. For the normal component of an emitted molecule the recipe fails, because successive emissions are a list of crossings, not a snapshot.

**What crosses a surface**

Let m be the molecular mass, v > 0 the normal speed and s = √(kT/m). Among equilibrium molecules moving towards the wall, a snapshot has the half-Maxwellian density

p_H(v) = √(2/π) exp(−v²/2s²)/s.

Those of speed v that arrive within dt come from a layer of thickness v dt. Their number is therefore proportional to v p_H(v). Since ∫₀^∞ v exp(−v²/2s²) dv = s², the normalized density of arrivals is

p_F(v) = (v/s²) exp(−v²/2s²).

In equilibrium the departing gas is Maxwellian too, so departures have the same density. A fully accommodating wall erases the memory of the incoming velocity. It then emits with p_F even when the gas in front of it is out of equilibrium.

With y = v²/2s² we have dy = v dv/s², and the mean normal energy per emission is

⟨mv²/2⟩_F = ms² ∫₀^∞ y e^(−y) dy = ms² = kT.

For p_H the mean of v² is s², so

⟨mv²/2⟩_H = ms²/2 = kT/2.

The false law halves the normal energy. The factor v does not involve the tangential components, which carry kT/2 each in either case. The total translational energy per emission thus falls from 2kT to 3kT/2.

As a direct check, molecules were placed uniformly in an equilibrium reservoir and those crossing a plane within a fixed time, flying without collisions, were collected. The 85,532 crossings had mean normal energy 0.997 kT. Their cumulative distribution differed from that of p_F by at most 0.003, and from that of p_H by as much as 0.304.

The correct law is easy to sample. The probability of a speed above v is exp(−v²/2s²). Setting this equal to a random number U, uniform between 0 and 1, gives

v = s√(−2 ln U).

**Where the factor two goes**

An emission energy of kT may look too large, since a gas has kT/2 per direction. The flight time reconciles the two. In a collisionless gap of width L, a flight lasts L/v, and a snapshot weights each emission by that time:

mean normal energy in the gas = ⟨(mv²/2)(L/v)⟩/⟨L/v⟩ = (m/2)⟨v⟩/⟨1/v⟩.

For p_F, the integrals ∫₀^∞ v² exp(−v²/2s²) dv = s³√(π/2) and ∫₀^∞ exp(−v²/2s²) dv = s√(π/2) give

⟨v⟩_F = s√(π/2),  ⟨1/v⟩_F = √(π/2)/s.

Their ratio is s², and the gas has ms²/2 = kT/2, as it should.

**Without collisions the false gas keeps cooling**

For p_H the density does not vanish at v = 0, so ⟨1/v⟩ diverges. The mean flight time is infinite, and the collisionless gas has no normalizable steady state. To follow its ageing, take both walls at T, measure speed in s, length in L and time θ in L/s. Flight times cut off at θ have the mean

M(θ) = θ P(v < 1/θ) + √(2/π) ∫_{1/θ}^∞ exp(−v²/2) dv/v.

For large θ the first term tends to √(2/π). In the second, put w = v²/2, so that dv/v = dw/(2w). Integration by parts gives, for small ε,

∫_ε^∞ e^(−w) dw/w = −e^(−ε) ln ε + ∫_ε^∞ e^(−w) ln w dw → −ln ε − γ,

where γ is Euler's constant. With ε = 1/(2θ²),

M(θ) ≈ √(2/π)(ln θ + c),  c = 1 + (ln 2 − γ)/2 = 1.058.

Let r(θ) be the emission rate per molecule and S(τ) the probability that a flight lasts longer than τ. Every molecule is in some flight, so

∫₀^θ r(θ′) S(θ − θ′) dθ′ ≈ 1.

The omitted molecules, still in their first flight, are a fraction of order 1/θ. Because ∫₀^θ S dτ = M(θ), a slowly varying rate obeys r ≈ 1/M.

Molecules carrying appreciable energy have short flights, so the mean normal energy at θ is r⟨(v²/2)(1/v)⟩ = r⟨v⟩/2 in units of kT. Equilibrium has 1/2. With ⟨v⟩_H = √(2/π), the normal temperature T_n follows:

T_n/T ≈ r⟨v⟩_H ≈ 1/x,  x = ln θ + c.

The next term comes from a Laplace transform with variable p. The transform of ln θ is −(γ + ln p)/p, and S = dM/dθ, so for small p the transform of S is √(2/π)[ln(1/p) + c − γ]. The convolution equation then makes the transform of r equal to

√(π/2) / {p[ln(1/p) + c − γ]}.

Write the reciprocal of the bracket as ∫₀^∞ exp{−a[ln(1/p) + c − γ]} da. The p-dependence under the integral is p^(a−1), whose inverse is θ^(−a)/Γ(1−a). At late times small a dominates, where 1/Γ(1−a) ≈ e^(−γa)(1 − π²a²/12). The terms in γ cancel, leaving the asymptotic result

T_n/T ≈ ∫₀^∞ e^(−ax)(1 − π²a²/12) da = (1/x)[1 − π²/(6x²)].

Molecules followed flight by flight, starting from equilibrium at T, gave T_n/T = 0.256, 0.167 and 0.124 at θ = 10, 100 and 1000. At θ = 100 the leading law gives 0.177 and the corrected one 0.168. At θ = 1000 they give 0.126 and 0.122, and the sampling scatter, somewhat below 1%, does not decide between them. The convolution equation solved numerically, free of that scatter, gives 0.166 and 0.122 at θ = 100 and 1000, on the side of the corrected law. With p_F the same procedure kept T_n/T within 1% of unity. The false wall does not settle at half the temperature: as long as collisions are absent, T_n drifts towards zero.

**In a well-mixed gas the answer is three quarters**

Now let an atomic gas be stirred so that it stays uniform, and let it collide so often, and meet the wall so rarely, that it stays Maxwellian at some temperature T_g. Each arriving atom brings kT_g of normal and kT_g of tangential energy. Under the false law it leaves with kT/2 + kT. A steady state requires

2kT_g = 3kT/2,  T_g = 3T/4.

A stochastic model of a uniform gas, with a mean wall-hit probability of about 0.02 per collision step, gave T_g/T = 0.750 for p_H and 1.00 for p_F. Without stirring, frequent collisions are not enough to guarantee this value. The atoms that reach a wall come from the layer within about a mean free path of it, where the gas need not be Maxwellian. The energy balance then involves that layer, and the temperature far from the walls need not be exactly 3T/4. In a simple unstirred model with isotropic collisions and a slab several mean free paths wide, it settles near 0.77T.

**Heat through a gap filled with CO**

Consider a sealed 20 nm gap filled with CO at 1 Torr and 300 K. The walls are then held at T_h = 400 K and T_c = 300 K, and the number of molecules is fixed. Let J be the steady one-way particle flux and n the number density. Per unit area, JL⟨1/v⟩_h molecules are flying from the hot wall and JL⟨1/v⟩_c from the cold one. Together they make nL, so

J = n/(⟨1/v⟩_h + ⟨1/v⟩_c),  ⟨1/v⟩ = √(πm/2kT).

This gives J = 4.107×10²⁰ cm⁻² s⁻¹. A linear molecule adds kT of rotational energy if rotation is fully accommodated, so each emission carries 3kT. The values of kT at the walls are 34.47 and 25.85 meV, and the net heat flux is

q = 3J(kT_h − kT_c) = 3 × 4.107×10²⁰ × 8.62 meV cm⁻² s⁻¹ = 1.70 W/cm².

The false law replaces 3kT by 5kT/2. At the same J, the heat flux would be 5/6 of this, or 1.42 W/cm². In the sealed gap J falls as well, because molecules accumulate in slow flights. At θ = 100, which is 6.7 ns after the start, the simulated emission rate gives 0.365 W/cm², about 21% of the correct value.

The ageing has a limit. With a rough molecular diameter of 0.37 nm, the mean free path is about 2500 gap widths, but a molecule at rest in an equilibrium gas at 300 K would be struck after about 150 ns. Molecules in slow flights still have thermal tangential speeds, which shortens this time somewhat. For hard spheres that matters little at 6.7 ns, and the logarithmic law ceases to apply on the scale of 150 ns. Real CO molecules attract each other at long range, and a slight deflection is enough to end a slow flight. Estimated from the r⁻⁶ dispersion attraction, a molecule with normal speed s/100 receives a kick larger than that speed after roughly 30 ns, and one at s/300 after roughly 20 ns, the length of its flight. For real CO, collisions therefore end the law after about 20 ns.

**Beside a real gap**

These conditions represent a poor vacuum in a very narrow gap. Real surfaces accommodate incompletely. Suppose that at both walls a fraction α of the molecules is thermalized and the rest keep their energy. Let Δ be the difference between the fully thermal emission energies and D the actual difference between the outgoing energies. What leaves one wall arrives at the other, so

D = αΔ − (1 − α)D,  D = αΔ/(2 − α).

For an illustrative α = 0.9 the factor is 0.818 at fixed J, which would lower 1.70 to 1.39 W/cm².

Other omissions differ in weight. Vibration, if fully accommodated, would add 0.4% to the energy difference. At speed s/100 the matter wavelength is 4.8 nm, about a quarter of the gap, so flights at this speed are classical only roughly. Below about s/840 half a wavelength exceeds the gap, and the classical picture of a flight fails. A free flight at that speed would last about 56 ns, shorter than the hard-sphere collision time but longer than the 20 ns set by small deflections. Attraction to the walls, neglected above, acts earlier still. For silicon-like walls the van der Waals energy at mid-gap is roughly 3 µeV, more than the 1.3 µeV of normal energy at s/100. A molecule with that speed at mid-gap crosses in about 3 ns instead of 6.7 ns, and one with s/840 in about 6.5 ns instead of 56 ns. The aged value of 0.365 W/cm² thus belongs to the model without wall forces. A fixed number of molecules in flight also assumes weak adsorption: with an illustrative well depth of 100 meV, each wall at 300 K would hold as many molecules as about 5 nm of the gas. Radiation is a parallel channel: black walls in the far field would exchange 0.10 W/cm². For non-polar dielectric walls of index 3.4, in the limit of vanishing absorption, the available modes set a ceiling equal to the black-wall value times the square of the index, 1.15 W/cm², and at 20 nm the flux comes close to it, about 1.08 W/cm². Appreciable absorption in the walls can raise the flux far above this ceiling: with free carriers at 10¹⁹–10²⁰ cm⁻³ in an illustrative Drude model it reaches roughly 25 W/cm², more than ten times the flux through the gas. Radiation can thus matter for the total heat flow, but it does not alter the speeds with which a thermal wall must emit molecules.

Table of computed values

```
reservoir crossings collected: 85532
mean normal energy of crossings: 0.99697 kT
largest CDF distance, crossings to flux law: 0.00268
largest CDF distance, crossings to half-Maxwellian: 0.304
mean normal energy per emission, flux law: 1 kT
mean normal energy per emission, half-Maxwellian: 0.5 kT
time-averaged normal energy, flux law: 0.5 kT
constant c in the logarithmic law: 1.058
truncated mean flight time at 100 L/s: 4.5185 L/s
truncated mean flight time at 1000 L/s: 6.3557 L/s
T_n/T at 10 L/s, flux law: 0.9935
T_n/T at 10 L/s, half-Maxwellian: 0.2562
T_n/T at 100 L/s, flux law: 1.001
T_n/T at 100 L/s, half-Maxwellian: 0.1674
  leading law at 100 L/s: 0.1766
  law with next term at 100 L/s: 0.1675
T_n/T at 1000 L/s, flux law: 1
T_n/T at 1000 L/s, half-Maxwellian: 0.1239
  leading law at 1000 L/s: 0.1255
  law with next term at 1000 L/s: 0.1223
collisional atomic gas T_g/T, flux law: 1
collisional atomic gas T_g/T, half-Maxwellian: 0.7501
CO example: gap 20 nm, fill 1 Torr at 300 K, walls 400 K and 300 K
thermal speed s at cold wall: 298.4 m/s
time unit L/s: 0.06702 ns
normal energy per emission at 400 K: flux 34.47, half-Maxwellian 17.23 meV
normal energy per emission at 300 K: flux 25.85, half-Maxwellian 12.93 meV
one-way particle flux, flux law: 4.107e+20 1/(cm2 s)
same flux from followed flights: 4.105e+20 1/(cm2 s)
heat flux, flux law: 1.701 W/cm2
heat flux, half-Maxwellian at equal J: 1.418 W/cm2
time of the aged comparison: 6.7 ns
heat flux, half-Maxwellian at that time: 0.365 W/cm2
rough CO diameter 0.37 nm; mean free path 5.11e+04 nm; path/gap 2.55e+03
collision time of a slow molecule: 152 ns
aged time / that collision time: 0.044
heat-flow factor for accommodation 0.9: 0.8182
rotational energy difference / k(Th-Tc): 1
  shift when rotor cutoff goes 80 to 120: 0 K
vibrational share relative to 3k(Th-Tc): 0.43 %
matter wavelength at speed s/100: 4.77 nm
black-body radiative flux: 0.0992 W/cm2
radiative ceiling, dielectric index 3.4: 1.15 W/cm2
```
